Wigner's 2n+1 theorem from the stationarity of the Rayleigh quotient

**1. What scaling fixes in advance**

Let a Hamiltonian depend on a dimensionless real parameter λ through

H(λ) = H_0 + λH_1 + λ²H_2 + …

and let one of its eigenpairs have the expansions

E(λ) = E_0 + λE_1 + λ²E_2 + …
ψ(λ) = ψ_0 + λψ_1 + λ²ψ_2 + …

If λ is replaced by λ/s and each H_p by s^p H_p, then H(λ) is unchanged, and so are E(λ) and ψ(λ). The coefficients must therefore change as E_k → s^k E_k and ψ_k → s^k ψ_k. Give every quantity a weight equal to its subscript. A formula for E_m can then contain only terms of total weight m. Multiplying H by a constant multiplies all energies by that constant and leaves ψ alone, so each term must also be of first degree in energy. If the formula is polynomial in the H_p and E_p, with no inverse operators or ratios of energies, and is bilinear in the wavefunction, as an expectation value is, its building blocks are

⟨ψ_k|H_p|ψ_l⟩ and E_p⟨ψ_k|ψ_l⟩, with k + l + p = m.

The same counting applies to errors. A wavefunction correct through order n has an error of order λ^(n+1). An energy error linear in it would generally start at λ^(n+1), or later if its coefficient itself vanishes as λ → 0. An energy error quadratic in it starts at λ^(2n+2) or later, which leaves the energy correct through order 2n+1.

Scaling cannot decide between the two cases. That is done by the stationarity of the Rayleigh quotient

R[φ] = ⟨φ|H|φ⟩ / ⟨φ|φ⟩.

**2. Assumptions and the exact statement**

The space is finite-dimensional, as it is when a fixed orthonormal basis has been chosen. H(λ) is analytic near λ = 0 and Hermitian for real λ. The eigenvalue E_0 of H_0 is non-degenerate, and ψ_0 is its unit eigenvector. The eigenvector ψ(λ) is scaled by intermediate normalization,

⟨ψ_0|ψ(λ)⟩ = 1, so that ⟨ψ_0|ψ_k⟩ = 0 for k ≥ 1.

A scalar factor in a wavefunction has no physical meaning. A trial vector φ(λ) is therefore called correct through order n if

φ(λ) = c(λ)ψ(λ) + δ(λ), δ(λ) = O(λ^(n+1)),

where c(λ) is a smooth scalar function and c(0) ≠ 0.

Theorem. For such a trial vector,

R[φ] = E(λ) + O(λ^(2n+2)).

Consequently ψ_0, …, ψ_n, together with the Hamiltonian, determine E_0, …, E_(2n+1).

**3. Why the expansions exist**

Write ψ = ψ_0 + χ with χ orthogonal to ψ_0. In a space of dimension N, the N−1 components of χ and the number E are N unknowns, and

(H(λ) − E)(ψ_0 + χ) = 0

is a set of N equations. At λ = 0 the solution is χ = 0, E = E_0. Small changes dχ and dE about it change the left side by

(H_0 − E_0)dχ − dE ψ_0.

Suppose this vanishes. The product with ⟨ψ_0| removes the first term, because ⟨ψ_0|(H_0 − E_0) = 0, and leaves dE = 0. Then (H_0 − E_0)dχ = 0, so dχ is a multiple of ψ_0, since E_0 is non-degenerate. But dχ is orthogonal to ψ_0, so dχ = 0. The linearized equations thus have no nonzero solution of the homogeneous problem, and their square matrix is invertible. The analytic implicit function theorem then gives a unique analytic solution near λ = 0.

Collecting the power λ^k in (H − E)ψ = 0 gives, for k ≥ 1,

(H_0 − E_0)ψ_k = −Σ_{p=1..k} (H_p − E_p)ψ_(k−p). (1)

The components of (1) orthogonal to ψ_0 determine ψ_k. The term E_kψ_0 on the right has no such component, so E_k is not needed to find ψ_k.

**4. Stationarity**

Keep λ fixed and real. Change φ to φ + tη, with t real and η an arbitrary vector. To first order in t,

the numerator of R changes by 2t Re⟨η|Hφ⟩,
the denominator changes by 2t Re⟨η|φ⟩.

The quotient rule, d(N/D) = (dN − R dD)/D with R = N/D, gives

dR/dt at t = 0 = 2 Re⟨η|(H − R)φ⟩ / ⟨φ|φ⟩. (2)

If φ is an eigenvector, then R is its eigenvalue, (H − R)φ = 0, and the derivative vanishes for every η. Conversely, if it vanishes for every η, choose η = (H − R)φ. The right side becomes 2‖(H − R)φ‖²/⟨φ|φ⟩, so (H − R)φ = 0. The stationary points of R are the eigenvectors, for ground and excited states alike.

**5. The remainder**

Stationarity says that the energy error has no linear term. To see what remains, let φ = cψ + δ, where Hψ = Eψ. Subtracting E from R gives

R[φ] − E = ⟨φ|H − E|φ⟩ / ⟨φ|φ⟩.

The numerator has four parts:

⟨φ|H − E|φ⟩ = |c|²⟨ψ|H − E|ψ⟩ + c*⟨ψ|H − E|δ⟩ + c⟨δ|H − E|ψ⟩ + ⟨δ|H − E|δ⟩.

The first and third vanish because (H − E)ψ = 0. The second vanishes because H is Hermitian and E is real, so that H − E may act to the left on ψ. Hence

R[φ] − E = ⟨δ|H − E|δ⟩ / ⟨φ|φ⟩. (3)

No smallness of δ was used; φ need only be nonzero.

**6. Proof of the theorem**

Let φ be correct through order n. The numerator of (3) is bounded in magnitude by ‖H − E‖ ‖δ‖². The operator norm stays finite as λ → 0, and ‖δ‖² = O(λ^(2n+2)). The denominator tends to |c(0)|², which is not zero. Therefore R[φ] − E = O(λ^(2n+2)), which proves the first claim.

For the second claim, choose the truncated series

φ_n = ψ_0 + λψ_1 + … + λ^n ψ_n.

It is correct through order n, with c = 1. Its Rayleigh quotient can be computed from ψ_0, …, ψ_n and H(λ), and its Taylor coefficients through order 2n+1 are those of E(λ).

If the error has a definite leading term, δ = λ^(n+1)χ + O(λ^(n+2)), equation (3) also gives

R[φ] − E = λ^(2n+2) ⟨χ|H_0 − E_0|χ⟩/|c(0)|² + O(λ^(2n+3)). (4)

For the truncated series χ = −ψ_(n+1), and the two minus signs cancel. The leading error coefficient is

C_n = ⟨ψ_(n+1)|H_0 − E_0|ψ_(n+1)⟩. (5)

**7. Sign and sharpness**

Expand χ in the eigenvectors a of H_0, with eigenvalues ε_a:

⟨χ|H_0 − E_0|χ⟩ = Σ_a (ε_a − E_0)|⟨a|χ⟩|².

For a ground state no term is negative. Since ψ_(n+1) is orthogonal to ψ_0, C_n is positive unless ψ_(n+1) = 0. When ψ_(n+1) ≠ 0, the power 2n+2 therefore cannot be improved, and R approaches E from above.

For an excited state, levels below E_0 contribute negatively and levels above contribute positively. The quotient may lie on either side of the eigenvalue. The two contributions may also cancel, and the energy is then better than the theorem promises. The order of the error follows from stationarity; the upper bound needs an additional fact, namely that the trial vector has no component along eigenvectors of H(λ) with lower energy. This holds for the ground state, and also for the lowest state of a given symmetry when H(λ) keeps that symmetry and the trial vector has it.

**8. Explicit formulas for the energies**

It is not necessary to divide two power series. For φ_n, equation (3) says that ⟨φ_n|H − E|φ_n⟩ = O(λ^(2n+2)). Its coefficient of λ^m is therefore zero for every m ≤ 2n+1:

Σ_{k,l=0..n} [⟨ψ_k|H_(m−k−l)|ψ_l⟩ − E_(m−k−l)⟨ψ_k|ψ_l⟩] = 0,

where terms with a negative subscript on H or E are absent. In the second group, k = l = 0 gives E_m. Terms with just one of k and l equal to zero vanish by intermediate normalization. Moving E_m to the other side gives

E_m = Σ_{k,l=0..n} ⟨ψ_k|H_(m−k−l)|ψ_l⟩ − Σ_{k,l=1..n} E_(m−k−l)⟨ψ_k|ψ_l⟩. (6)

Every term has weight m, as Section 1 required. The energies on the right have order m − 2 or lower, so the formula can be used one order after another.

Now let H = H_0 + λV. For m = 2n+1, a term with H_0 would need k + l = 2n+1, which is impossible when k and l do not exceed n. A term with V needs k + l = 2n, hence k = l = n. This leaves

E_(2n+1) = ⟨ψ_n|V|ψ_n⟩ − Σ_{k,l=1..n} E_(2n+1−k−l)⟨ψ_k|ψ_l⟩. (7)

For m = 2n with n ≥ 1, H_0 occurs with k = l = n, and V occurs with (k,l) = (n−1,n) and (n,n−1). These last two terms are complex conjugates, so

E_(2n) = ⟨ψ_n|H_0|ψ_n⟩ + 2 Re⟨ψ_(n−1)|V|ψ_n⟩ − Σ_{k,l=1..n} E_(2n−k−l)⟨ψ_k|ψ_l⟩. (8)

**9. The lowest orders, and forces**

For n = 0, equation (6) gives the Hellmann–Feynman result

E_1 = ⟨ψ_0|H_1|ψ_0⟩.

If λ measures a displacement of an atom, in some chosen unit of length, the force along it at λ = 0 is −E_1 per that unit. No response of the wavefunction is needed. This form assumes a basis that does not move with the atom; otherwise the derivatives of the basis functions must be included.

For n = 1 and linear H,

E_2 = ⟨ψ_1|H_0 − E_0|ψ_1⟩ + 2 Re⟨ψ_0|V|ψ_1⟩,
E_3 = ⟨ψ_1|V − E_1|ψ_1⟩.

The second and third derivatives of the energy at λ = 0 are 2E_2 and 6E_3. The Hamiltonian of a displaced atom is not linear in the displacement, so these two formulas do not by themselves give its curvature and cubic anharmonicity. Equation (6) with n = 1 supplies the missing terms:

E_2 = ⟨ψ_1|H_0 − E_0|ψ_1⟩ + 2 Re⟨ψ_0|H_1|ψ_1⟩ + ⟨ψ_0|H_2|ψ_0⟩,
E_3 = ⟨ψ_1|H_1 − E_1|ψ_1⟩ + 2 Re⟨ψ_0|H_2|ψ_1⟩ + ⟨ψ_0|H_3|ψ_0⟩.

The first-order response, together with H_2 and H_3, thus gives both the curvature and the leading cubic anharmonicity along the displacement, for the energy in the fixed basis. With atom-centred functions left at their original positions this can be far from the physical value. For H₂⁺ at 2 bohr with one proton moved, E_2 is 0.236, 0.196 and 0.171 hartree/bohr² in the fixed cc-pVDZ, cc-pVTZ and cc-pVQZ bases, against 0.055, 0.052 and 0.051 when the functions follow the proton. As for the force, a basis that moves with the atoms requires the derivatives of the basis functions.

It is instructive to see ψ_2 disappear from E_3 when H is linear in λ. The product of ⟨ψ_0| with the third-order part of (H − E)ψ = 0 gives E_3 = ⟨ψ_0|V|ψ_2⟩, which appears to require ψ_2. Since ⟨ψ_0|ψ_2⟩ = 0, V may be replaced by V − E_1. Equation (1) for k = 1 reads (V − E_1)ψ_0 = −(H_0 − E_0)ψ_1, so

E_3 = −⟨ψ_1|H_0 − E_0|ψ_2⟩.

Equation (1) for k = 2 reads (H_0 − E_0)ψ_2 = −(V − E_1)ψ_1 + E_2ψ_0. Inserting it, and using ⟨ψ_1|ψ_0⟩ = 0, gives E_3 = ⟨ψ_1|V − E_1|ψ_1⟩.

**10. An energy expression without the full gain**

The theorem does not apply to every way of computing an energy from φ_n. For H = H_0 + λV, consider the projected energy

P_n = ⟨ψ_0|H|φ_n⟩ / ⟨ψ_0|φ_n⟩,

whose denominator is 1. For the full eigenvector, the product of ⟨ψ_0| with Hψ = Eψ gives

E = ⟨ψ_0|H|ψ⟩ = E_0 + λΣ_{k≥0} λ^k⟨ψ_0|V|ψ_k⟩,

and therefore E_(k+1) = ⟨ψ_0|V|ψ_k⟩. Replacing ψ by φ_n stops the sum at k = n:

P_n = E_0 + λE_1 + … + λ^(n+1)E_(n+1),
P_n − E = −λ^(n+2)E_(n+2) + O(λ^(n+3)).

The projected energy is guaranteed only through order n+1. Its left-hand vector ψ_0 is not, in general, an eigenvector of H(λ), so the term linear in δ survives. For n = 0 the projected energy and the Rayleigh quotient coincide.

**11. A three-level example**

Take the model, with energies in eV,

H_0 = diag(0, 2, 6),

V = (1, 2, 0)
  (2, 0, 2)
  (0, 2, −1),

and begin with the lowest level: E_0 = 0, ψ_0 = (1, 0, 0). Then E_1 = V_00 = 1 eV, with basis states numbered from zero.

The first-order vector follows from Vψ_0 = (1, 2, 0). Equation (1) gives its components outside ψ_0 as −2/2 = −1 and −0/6 = 0:

ψ_1 = (0, −1, 0).

Next, Vψ_1 = (−2, 0, −2). The components of −(V − E_1)ψ_1 outside ψ_0 are −1 and 2. Division by 2 and 6 gives

ψ_2 = (0, −1/2, 1/3).

The overlaps required are

⟨ψ_1|ψ_1⟩ = 1, ⟨ψ_1|ψ_2⟩ = 1/2, ⟨ψ_2|ψ_2⟩ = 1/4 + 1/9 = 13/36.

With Vψ_2 = (−1, 2/3, −4/3), the matrix elements in eV are

⟨ψ_1|V|ψ_1⟩ = 0,
⟨ψ_1|V|ψ_2⟩ = −2/3,
⟨ψ_2|V|ψ_2⟩ = −1/3 − 4/9 = −7/9,
⟨ψ_2|H_0|ψ_2⟩ = 2/4 + 6/9 = 7/6.

From ψ_0 and ψ_1, equations (8) and (7) give

E_2 = 2 + 2(−2) = −2 eV,
E_3 = 0 − (1)(1) = −1 eV.

With ψ_2 added, they give

E_4 = 7/6 + 2(−2/3) − [(−2)(1) + 2(1)(1/2)] = 5/6 eV,
E_5 = −7/9 − [(−1)(1) + 2(−2)(1/2) + (1)(13/36)] = 67/36 eV.

The factors 2 inside the brackets count the pairs (k,l) = (1,2) and (2,1). The term E_0⟨ψ_2|ψ_2⟩ in E_4 is zero because E_0 = 0.

Now set λ = 0.1. Numerical diagonalization of the 3×3 matrix gives E = 0.079101648 eV for the lowest level. For n = 1 the trial vector is (1, −0.1, 0), and

R = (0.1 − 0.04 + 0.02)/(1 + 0.01) = 0.08/1.01 = 0.079207921 eV.

The same calculation with φ_0 and φ_2 gives these errors relative to diagonalization:

n = 0: R = 0.100000000 eV, error 2.09×10⁻² eV
n = 1: R = 0.079207921 eV, error 1.06×10⁻⁴ eV
n = 2: R = 0.079102571 eV, error 9.22×10⁻⁷ eV

Equation (5) predicts their leading parts. C_0 = 2 eV comes from ψ_1, and C_1 = 7/6 eV from ψ_2. Equation (1) for k = 3 gives ψ_3 = (0, 5/12, 5/18), so

C_2 = 2(5/12)² + 6(5/18)² = 175/216 eV.

Multiplication by λ², λ⁴ and λ⁶ gives 2.00×10⁻², 1.17×10⁻⁴ and 8.10×10⁻⁷ eV. The differences from the actual errors come from higher powers of λ. When λ is halved to 0.05, the errors fall by factors of 4.08, 15.2 and 68.0; the limiting factors for small λ are 4, 16 and 64.

The projected energies for n = 1 and n = 2 are 0.080000 and 0.079000 eV, with errors of 9.0×10⁻⁴ and −1.0×10⁻⁴ eV. With the same φ_2, the quotient is about a hundred times closer than the projected energy at this λ. The factor is not fixed: the leading errors are −E_4λ⁴ and C_2λ⁶, so their ratio in magnitude is (5/6)/(175/216) divided by λ², which grows as λ decreases.

The Rayleigh quotient and the energy series cut off after order 2n+1 agree through that order, but they are different numbers. Through order 3 the series gives 0.079000 eV, which is below the eigenvalue: the cut-off series has no upper-bound property. Through order 5 it gives 0.079101944 eV, which here is closer than the quotient for n = 2.

The middle level shows the other sign. It has E_0 = 2 eV, ψ_0 = (0, 1, 0) and E_1 = 0. The off-diagonal element 2 divided by the level differences gives ψ_1 = (1, 0, −1/2), and

C_0 = (0 − 2)(1)² + (6 − 2)(1/2)² = −1 eV.

At λ = 0.1 diagonalization gives 2.010651 eV. The quotient is 2.000000 eV for n = 0 and 2.010617 eV for n = 1. Both lie below the eigenvalue, by 1.07×10⁻² and 3.3×10⁻⁵ eV.

**12. Where the argument needs care**

The theorem concerns the limit λ → 0. At a fixed λ it does not promise that a larger n gives a smaller error, because the coefficients C_n may grow with n.

If E_0 is degenerate, the invertibility argument of Section 3 fails. An arbitrary eigenvector of H_0 need not be the limit of an eigenvector of H(λ). One must first find a ψ_0 from which a smooth eigenvector starts. Equation (3) then applies to that eigenvector, since its derivation did not use non-degeneracy.

For an unbounded Hamiltonian, a small norm of δ does not by itself make ⟨δ|H − E|δ⟩ small. The estimate of Section 6 carries over when the wavefunction error is of order λ^(n+1) in a norm that also controls this energy expression.

Finally, H must not depend on the trial vector. In a self-consistent mean-field theory the one-particle operator whose eigenvectors are the orbitals does depend on them, and the total energy is not a Rayleigh quotient of that operator. In Hartree–Fock theory the total energy is the Rayleigh quotient of the fixed many-electron Hamiltonian in a determinant, but the determinant is in general not an eigenvector of that Hamiltonian, so it cannot play the role of ψ in equation (3); the energy is stationary with respect to changes that keep the wavefunction a determinant, but in general not with respect to an admixture of doubly excited determinants. Equations (6)–(8) cannot be carried over unchanged; an analogous result has to start from the stationary energy functional of that theory.
